# Finding a low-energy grain-boundary structure: translations, deletions, expansion, reference energy

Two relaxed models of the same copper-like grain boundary have total energies of −264.46 eV and −267.83 eV. The second looks better by more than 3 eV, yet it is the worse boundary. It holds 77 atoms and the first holds 76, and the extra atom brings its own cohesive energy. Once that is accounted for, the order reverses.

Candidates with different atom numbers arise when a structure builder deletes atoms closer than an overlap distance. A separate error can enter in the relaxation, where the user chooses which cell lengths may change. This guide derives what these settings do and how to choose them. The example is the Σ5 (210)[001] symmetric tilt boundary of a face-centred cubic metal in the regime of copper interconnects.

## The energy to compare

Let a boundary of area $A$ contain $N$ atoms with energy $E$. A deleted atom does not vanish: it joins bulk crystal elsewhere. If boundary and reservoir together hold $N_{\rm tot}$ atoms, their energy at zero temperature and zero stress is

$$E+(N_{\rm tot}-N)\mu=(E-N\mu)+N_{\rm tot}\mu ,$$

where $\mu$ is the energy per atom of the unstressed bulk. The last term is the same for all candidates. Subtracting it and dividing by the area gives the excess energy

$$\gamma=\frac{E-N\mu}{A}. \qquad (1)$$

If $\Delta N$ bulk atoms are added far from the boundary, $E$ grows by $\Delta N\mu$ and the numerator is unchanged. The energy per atom lacks this property, since (1) gives $E/N=\mu+\gamma A/N$, which depends on cell thickness.

Equation (1) assumes one boundary and no free surfaces. A periodic cell with two equivalent boundaries needs $2A$ in the denominator. A slab with free surfaces needs their energy subtracted.

The reference must be the bulk value. If the potential were $\mu+\delta\mu$, adding a bulk plane of $M$ atoms would change $E-N(\mu+\delta\mu)$ by $-M\,\delta\mu$. Adding planes (or removing them, for negative $\delta\mu$) would then lower it without limit. The boundary would act as a source or sink of atoms, with no equilibrium structure to compare.

## Geometry

Take $x$ along $[1\,\bar2\,0]$, $y$ along the tilt axis $[001]$, and $z$ along the boundary normal $[210]$. With lattice constant $a$, the in-plane cell measures $\sqrt5\,a\times a$. The volume per atom is $a^3/4$ and the plane spacing is $d=a/(2\sqrt5)$, so one plane of the cell holds

$$\frac{\sqrt5\,a^2\,d}{a^3/4}=2\ \text{atoms}.$$

The lower grain has planes at $z=0,-d,-2d,\dots$. The upper grain is its mirror image in $z=0$, translated by $\mathbf T=(t_x,t_y,T_z)$. At $\mathbf T=0$ the two first planes coincide, so a candidate must be opened, thinned, or both.

## Which translations to scan

The vector $\tfrac a2[1\,\bar2\,1]$ is a lattice vector lying in the boundary plane, with components $(\sqrt5a/2,\,a/2,\,0)$. The mirror $z\to-z$ leaves it unchanged, so it belongs to both grains. Translating the upper grain by it changes nothing, which halves the range of $t_x$.

Both grains are also symmetric under $y\to-y$, so $t_y$ and $-t_y$ are equivalent. The range for the scan is therefore

$$0\le t_x<\tfrac{\sqrt5}{2}a,\qquad 0\le t_y\le\tfrac a2 .$$

One more relation concerns deletion. Reflecting the bicrystal in $z=0$ exchanges the grains. Moving the origin back onto the new lower grain then reverses the in-plane translation. Deleting atoms from the upper grain at $(t_x,t_y)$ is thus equivalent to deleting them from the lower grain at $(-t_x,-t_y)$. A grid that maps onto itself under this reversal, up to the symmetries above, needs deletions from one grain only.

## What an overlap distance can and cannot delete

Suppose the whole first plane of the upper grain is deleted. That grain has a lattice vector

$$\mathbf g=(2d,\ a/2,\ d), \qquad (2)$$

which is the mirror image of $\tfrac a2[0\,\bar1\,1]$. Translating the thinned grain by $-\mathbf g$ puts its second plane where the first had been, and the boundary is restored. Deleting a full plane is therefore a translation in disguise. In a numerical test with rigid grains, the raw energy rose by 7.000 eV, which is two atoms at 3.5 eV each, while $E-N\mu$ changed by $3\times10^{-14}$ eV.

What matters is therefore $N$ modulo the number of atoms per plane. In this cell there are two classes: whole planes, and half a plane missing.

An overlap distance applied at once to all atoms of one grain does not reach the second class. The two atoms of an upper plane are related by the centring vector, which is also a symmetry of the lower grain. Their distances to the nearest lower atom are equal, so a threshold removes both or neither. Seven thresholds at each of 15 translations were tested, and every count was even. The half-plane class is reached by deleting the closest atoms one at a time.

This argument needs undistorted grains, a cell containing symmetry-related atoms, and a rule that treats equivalent atoms alike. Under such a rule it carries over to any repeated cell: the copies are equivalent, and the threshold deletes all of them together. A builder that removes one atom of each close pair in sequence can break the symmetry through the order of its atom list and leave an odd count, but which class results is then an accident of that order.

## Normal expansion and the freedom of the grains

Let each grain have $L$ planes, with $k$ atoms deleted in total. The outermost planes are $2(L-1)d+T_z$ apart. Half a spacing at each end belongs to them, so the bicrystal is $(2L-1)d+T_z$ thick. A perfect crystal with the same $4L-k$ atoms, at two per plane, has thickness $(2L-k/2)d$. The difference is the excess thickness

$$e=(2L-1)d+T_z-\left(2L-\tfrac k2\right)d=T_z-d+\tfrac{k}{2}d. \qquad (3)$$

It vanishes for a perfect crystal, where $T_z=d$ and $k=0$. Scanning $e$ instead of $T_z$ gives candidates with different $k$ comparable starting densities.

During relaxation every atom near the boundary moves. The outer part of each grain stays rigid, and the upper grain as a whole is free to translate relative to the lower one. Since $\mathbf T$ is added to the position $\mathbf r_i$ of every upper atom, the chain rule gives

$$\frac{\partial E}{\partial\mathbf T}=\sum_{i\in\text{upper}}\frac{\partial E}{\partial\mathbf r_i}. \qquad (4)$$

This is minus the total force on the upper grain. At the minimum it vanishes, so the boundary carries no normal or shear traction. The in-plane lattice constant stays at its bulk value throughout, because the surrounding crystal imposes it.

What if the normal length is held fixed instead? Consider a periodic cell of length $\ell$ with two boundaries, its length set to that of perfect crystal. The crystal must absorb a total compression $2e$, a strain $2e/\ell$. To leading order in $e/\ell$, with uniaxial modulus $C$, the elastic energy per area is $\tfrac12C(2e/\ell)^2\ell=2Ce^2/\ell$. Shared between the two boundaries, this is

$$\delta\gamma=\frac{Ce^2}{\ell}. \qquad (5)$$

In a stable cubic crystal the strain energy is a volume part plus a non-negative shape part, so $C$ is at least the bulk modulus $B$. With $B=140$ GPa, the value $e=0.0362$ nm found below, and a chosen $\ell=4$ nm,

$$\frac{Be^2}{\ell}=\frac{(1.40\times10^{11})(3.62\times10^{-11})^2}{4\times10^{-9}}\ \text{J/m}^2\approx0.046\ \text{J/m}^2 .$$

That is more than half of the energy difference between the two classes in this cell, and it is a low estimate. For the model below $C$ along $[210]$ is about 200 GPa, for which (5) gives 0.065 J/m², and relaxation at fixed length gives 0.060 J/m². The absolute $\gamma$ carries this error in full. In the difference most of it cancels if each cell has the perfect-crystal length for its own number of atoms, because the other class has a similar $e$ of 0.0342 nm.

## The energy model of the example

An electronic-structure calculation would supply $E$ directly. Here a second-moment (Gupta) potential serves, cheap enough for a full search. The energy of atom $i$ is

$$e_i=\sum_jA_0e^{-p(r_{ij}/r_0-1)}s(r_{ij})-\Big[\sum_j\xi^2e^{-2q(r_{ij}/r_0-1)}s(r_{ij})\Big]^{1/2},$$

with $r_0=a/\sqrt2$. The first sum is repulsive. The square root represents band bonding and makes each bond weaker as neighbours are added. The switch is $s=1-10u^3+15u^4-6u^5$, where $u$ runs from 0 at 0.36 nm to 1 at 0.54 nm; $s$ is 1 below this range and 0 above it.

For the perfect crystal scaled by $\lambda$, let $R(\lambda)$ and $H(\lambda)$ be the two sums with $A_0=\xi=1$. A cohesive energy $E_c$ and zero pressure at $\lambda=1$ require

$$A_0R-\xi\sqrt H=-E_c,\qquad A_0R'-\frac{\xi H'}{2\sqrt H}=0 .$$

These are two linear equations for $A_0$ and $\xi$. The bulk modulus then fixes $p$. With $V=\Omega\lambda^3$ and $\Omega=a^3/4$, we have $dV=3\Omega\lambda^2d\lambda$. The first derivative of the energy per atom $\varepsilon$ vanishes at $\lambda=1$, so $d^2\varepsilon/dV^2=\varepsilon''/(9\Omega^2)$ there, and

$$B=V\frac{d^2\varepsilon}{dV^2}=\frac{\varepsilon''(1)}{9\Omega}.$$

The inputs are rough, rounded copper values: $a=0.36$ nm, $E_c=3.5$ eV and $B=140$ GPa. The choice $q=2.5$ belongs to the model. The fit gives $A_0=0.107$ eV, $\xi=1.324$ eV and $p=10.04$.

The interaction range spans $0.54/0.0805=6.7$ planes, rounded up to 7. Each grain has 12 mobile planes, then 7 rigid planes whose energies are counted because their atoms can feel the mobile ones, then 7 more that serve as neighbours. No counted atom sees a free surface. The counted atoms number $2\times19\times2=76$, less any deleted.

## Results of the search

The scan used five values of $t_x$, three of $t_y$, and $k=0,1,2$, which makes 45 candidates. For each, $e$ was stepped by 0.02 nm with rigid grains. The best opening was then relaxed after small random displacements, which keep a start from resting on a symmetric saddle.

The better state has $k=0$ and a raw energy of −264.4616 eV. From (1),

$$\gamma=\frac{-264.4616+76\times3.5}{0.28979}\ \frac{\text{eV}}{\text{nm}^2}=\frac{1.5384}{0.28979}\ \frac{\text{eV}}{\text{nm}^2}=5.309\ \frac{\text{eV}}{\text{nm}^2}=0.851\ \text{J/m}^2 .$$

The best half-plane state of this scan has 75 atoms and −260.8326 eV. Its excess is $262.5-260.8326=1.6674$ eV, or 0.922 J/m². The gap is 0.129 eV per cell, or 0.071 J/m². Adding one bulk plane to this second state gives 77 atoms and $-260.83-7.00=-267.83$ eV, the misleading figure of the opening.

All 30 starts with $k=0$ or 2 ended at 0.851 J/m² within 0.002 J/m², and all 15 with $k=1$ ended at 0.922 J/m². Eight random translations off the grid found nothing lower than 0.851 J/m². Within this scan, one start per class would have sufficed, which could be known only afterwards. Other starting positions end in other minima: further random starts in this cell reach a half-plane state at 0.920 J/m², and a longer period lowers this class much further, as described below. Equal energies alone do not prove equal structures.

The translation of the better state can be read with (2). It is $\mathbf T=(0.1610,-0.1800,0.1167)$ nm, while $\mathbf g=(0.1610,0.1800,0.0805)$ nm. The $y$ components differ by one period $a$. To the printed digits, then, $\mathbf T$ is a lattice vector of the upper grain plus a normal opening of 0.0362 nm. The rigid parts of the grains form an unshifted mirror twin in which the two coincident planes are merged into one, opened by $e$.

A high rigid energy does not rule out a good relaxed one. The lowest rigid energy was 1.16 J/m², while the start from which the better state was taken had 2.25 J/m² before relaxation. Other starts reached the same relaxed energy, so this search does not show that discarding candidates on their rigid energy would have missed it.

Three results support the energy. Adding 24 bulk atoms and relaxing again leaves 0.851 J/m². The matrix of second derivatives has only positive eigenvalues for both states, so each is a minimum in the freedoms retained. And $\gamma$ lies below the 2.70 J/m² needed to create two unrelaxed (210) surfaces, so the boundary is bound against separation into such surfaces. Surface relaxation, not computed here, would lower that limit.

## What could change the order

**Temperature.** A classical harmonic mode of frequency $\omega$ has free energy $k_BT\ln(\hbar\omega/k_BT)$. Since $\omega^2$ is an eigenvalue of the force-constant matrix $K$ divided by the mass, the sum over modes contains $\tfrac12k_BT\ln\det K$. The reference is a perfect crystal with matrix $K_0$, less $k$ bulk atoms that contribute $l$ each to $\ln\det K_0$:

$$\Delta F=\tfrac12k_BT\left[\ln\det K-\left(\ln\det K_0-k\,l\right)\right].$$

The atom numbers now match, so mass and $\hbar$ cancel. At 400 K this lowers $\gamma$ by 0.092 J/m² for the better state and 0.096 J/m² for the other. In this estimate the gap shrinks from 0.071 to 0.068 J/m², and the order stands. Only vibrations with the period of the cell are included, with the rigid parts of the grains held fixed, and no thermal expansion. This is not converged: including vibrations of longer wavelength along the boundary gives lowerings of about 0.094 and 0.109 J/m² and a gap of about 0.056 J/m². The order of these two states still stands.

**The potential.** Refitting to the same bulk data with $q=2.2$ gives 0.94 and 1.02 J/m²; with $q=2.8$ it gives 0.72 and 0.78 J/m². Relative to $q=2.5$, the lower energy moves by +10% and −15%. The order is the same in all three fits, though the refits relaxed only the two structures already found.

**Longer periods.** Doubling the cell along the tilt axis makes four atoms per plane and opens new classes. Deleting one more atom from the better state, with eight sites tried, gave at best 0.905 J/m². This lies between the two earlier states. Random starts in the other new class, with three of the four atoms of a plane missing, reach about 0.89 J/m². The longer period also frees the old classes. With two of the four atoms missing, the half-plane class reconstructs and falls from 0.922 to about 0.85 J/m², within 0.002 J/m² of the whole-plane state, so their order is not resolved. The gap of 0.071 J/m² therefore belongs to the short cell. Larger reconstructions remain unexplored, so 0.851 J/m² is only an upper bound on this model's minimum over all periods.

**The real metal.** The bulk inputs are typical of copper, and energies from several tenths to about 1 J/m² are a rough range for its high-angle boundaries. The fit does not control the stacking-fault energy, however, so the order found here belongs to the model and the short cell and is not a prediction for copper. Lines in a chip also contain less symmetric boundaries and impurities. If one solute atom per cell gained 0.1 eV (a chosen figure) by moving from the bulk to the boundary, $\gamma$ would fall by $0.1/0.290=0.35$ eV/nm², or 0.055 J/m², before any entropy cost. Both structures can gain in this way, and only the difference between their gains affects the order. For the two states of the short cell, segregation would reverse the order if the gain of the half-plane state exceeded that of the other by more than 0.129 eV per cell. Electron transmission is a separate calculation that takes the relaxed structure as input.

## Choosing the settings

- **Reference energy.** An error $\delta\mu$ changes $\gamma$ by $-N\delta\mu/A$. For 76 atoms, 1 meV per atom gives $0.076/0.290=0.26$ eV/nm², or 0.042 J/m². Compute $\mu$ with the same basis and equivalent Brillouin-zone sampling, or take it from the energy difference of two cell thicknesses, both large enough that the boundaries no longer influence each other. Between candidates only the difference in $N$ multiplies the error, so the gap here moves by 0.0006 J/m².
- **Deletion.** Do not rely on the overlap distance alone. Count the atoms per plane of the cell and make sure every remainder of $N$ is represented.
- **Translations.** Scan the symmetry-reduced range, leave the grains free to slide during relaxation, and add off-grid starts.
- **Cell lengths.** Free the length along the normal and fix the in-plane lengths at the bulk values. If the normal length must stay fixed, use (5) to judge whether the cell is long enough.
- **Period.** Repeat the search in a larger in-plane cell, in the old classes of $N$ as well as the new ones, before calling a structure the ground state.

The numerical output below lists the values of the grid search and its checks.

## Computed values

```
lattice constant 0.360 nm, cohesive energy 3.50 eV
bulk modulus of the fitted potential 140.0 GPa
potential: A 0.10702 eV, xi 1.32357 eV, p 10.0351, q 2.50
r0 0.25456 nm, switch from 0.360 to 0.540 nm
bulk chemical potential mu -3.500000 eV
cell 0.8050 x 0.3600 nm, area 0.28979 nm2
plane spacing 0.08050 nm, atoms per plane 2
mobile layers per grain 12, counted 19, total 26
plane deletion: raw energy change 7.000000 eV, excess change 2.8e-14 eV
candidates relaxed 45
lowest gamma with rigid grains 1.1596 J/m2
lowest relaxed gamma (J/m2) at ty = 0, a/4, a/2:
  tx 0.0000 nm: 0.8505  0.8505  0.8505
  tx 0.0805 nm: 0.8505  0.8505  0.8506
  tx 0.1610 nm: 0.8505  0.8505  0.8506
  tx 0.2415 nm: 0.8505  0.8505  0.8505
  tx 0.3220 nm: 0.8505  0.8505  0.8505
distinct levels in the scan 2; the lowest:
  gamma 0.8505 J/m2, plane fraction 0.0, hits 30
  gamma 0.9219 J/m2, plane fraction 0.5, hits 15
lowest gamma from random off-grid starts 0.8505 J/m2
best state with plane fraction 0.0: deleted atoms 0
  gamma 0.8505 J/m2 = 5.3087 eV/nm2
  counted atoms 76, raw energy -264.4616 eV
  its gamma before relaxation 2.2535 J/m2
  excess thickness 0.03618 nm
  block translation x 0.1610, y -0.1800, z 0.1167 nm
  shortest bond 0.2298 nm, lowest Hessian value 0.0516 eV/A2
  vibrational excess at 400 K -0.0924 J/m2
best state with plane fraction 0.5: deleted atoms 1
  gamma 0.9219 J/m2 = 5.7539 eV/nm2
  counted atoms 75, raw energy -260.8326 eV
  its gamma before relaxation 2.4950 J/m2
  excess thickness 0.03420 nm
  block translation x 0.0503, y 0.0000, z 0.0744 nm
  shortest bond 0.2280 nm, lowest Hessian value 0.0411 eV/A2
  vibrational excess at 400 K -0.0958 J/m2
unrelaxed cleavage energy (two surfaces) 2.6960 J/m2
gamma of the winner with 24 more bulk atoms 0.8505 J/m2
doubled cell, one more atom deleted: lowest gamma 0.9054 J/m2
refit q 2.2, p 11.038: gamma 0.9365 (fraction 0), 1.0156 (0.5) J/m2
refit q 2.8, p 9.102: gamma 0.7217 (fraction 0), 0.7835 (0.5) J/m2
```
